**Blanc's law for a trace precursor in two carriers**

The program tests 1/D = x₁/D₁ + x₂/D₂, where D₁ and D₂ are the precursor's diffusivities in the pure carriers at the mixture's temperature and pressure, and x₁ and x₂ are the carrier mole fractions. For D₁ = 4 cm²/s, D₂ = 1 cm²/s and an equimolar mixture, the law gives D = 1.6 cm²/s. The program integrates the nonlinear Stefan–Maxwell equations to an absorbing surface and asserts agreement at five carrier compositions, with an error that grows in proportion to precursor loading. It also asserts that 1.6 cm²/s is an eigenvalue of the closed-vessel diffusion matrix for three values of the carriers' mutual diffusivity. Sampled hard-sphere collisions must reproduce all three diffusivities within 1.5%, and the departure from additive friction must stay below 1%; the output shows −0.03%. For the example channel, the output gives a residence time of 0.40 s and a cross-channel diffusion time of 0.625 s. It also shows that a 900 K susceptor would make the isothermal model unsuitable, through a roughly fourfold change in D and an estimated thermal drift comparable with diffusion.

## Program and output

```python
"""
Result under test: a trace precursor in a uniform mixture of two carriers,
which do not diffuse through each other, has the diffusivity D given by
    1/D = x1/D1 + x2/D2
D1, D2 : binary diffusivities in the pure carriers (same temperature, pressure)
x1, x2 : carrier mole fractions, x1 + x2 = 1
For D1 = 4, D2 = 1 cm2/s and x1 = x2 = 1/2 the claim is D = 1.6 cm2/s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import gamma

D1, D2 = 4.0, 1.0                      # cm2/s


def mixture_diffusivity(x1):
    return 1.0 / (x1 / D1 + (1.0 - x1) / D2)


D_mix = mixture_diffusivity(0.5)
D_arithmetic = 0.5 * (D1 + D2)
assert abs(D_mix - 1.6) < 1e-12

# --- Test 1: nonlinear Stefan-Maxwell equations, stagnant carriers ---------
# The precursor (fraction 'loading' in the gas) is consumed at a surface.
# Independent variable: s = flux * distance / total concentration, in cm2/s.


def absorbing_surface(loading, x1):
    def slopes(s, x):
        return [-(x[1] / D1 + x[2] / D2), x[1] / D1, x[2] / D2]

    def precursor_gone(s, x):
        return x[0]
    precursor_gone.terminal = True
    precursor_gone.direction = -1
    start = [loading, (1 - loading) * x1, (1 - loading) * (1 - x1)]
    sol = solve_ivp(slopes, (0, 10 * loading), start, events=precursor_gone,
                    rtol=1e-10, atol=1e-14, max_step=loading / 5)
    s_end = sol.t_events[0][0]
    x_end = sol.y_events[0][0]
    carrier_shift = (x_end[2] / x_end[1]) / (start[2] / start[1]) - 1
    return s_end / loading, carrier_shift


for x1 in (0.1, 0.25, 0.5, 0.75, 0.9):
    D_numeric, _ = absorbing_surface(1e-5, x1)
    assert abs(D_numeric / mixture_diffusivity(x1) - 1) < 1e-4

loading = 1e-3
D_loaded, carrier_shift = absorbing_surface(loading, 0.5)
D_heavily_loaded, _ = absorbing_surface(10 * loading, 0.5)
loading_error = D_loaded / D_mix - 1
error_ratio = (D_heavily_loaded / D_mix - 1) / loading_error
assert abs(error_ratio - 10) < 1.0     # error proportional to loading
assert abs(carrier_shift) < 5 * loading
assert abs(D_loaded - D_arithmetic) > 0.5

# --- Test 2: closed vessel, eigenvalues of the ternary diffusion matrix ----
for D_carriers in (2.5, 8.0, 30.0):    # mutual diffusivity, cm2/s
    xt = 1e-7
    xa = xb = 0.5 * (1 - xt)
    resistance = np.array([
        [xt / D2 + xa / D1 + xb / D2, -xt * (1 / D1 - 1 / D2)],
        [-xa * (1 / D1 - 1 / D_carriers),
         xa / D_carriers + xt / D1 + xb / D_carriers]])
    modes = np.linalg.eigvals(np.linalg.inv(resistance))
    assert np.min(np.abs(modes - D_mix)) < 1e-4

# --- Test 3: hard-sphere collisions sampled from thermal velocities --------
temperature = 350.0                    # K
pressure_torr = 100.0
u = const.atomic_mass
m_t, m_1, m_2 = 115 * u, 2 * u, 28 * u
kT = const.k * temperature
density = pressure_torr * const.atm / 760 / kT


def diameter_squared(D_cm2, m_carrier):
    """Collision diameter squared (m2) from the first kinetic approximation."""
    mu = m_t * m_carrier / (m_t + m_carrier)
    return 3 / (8 * density * D_cm2 * 1e-4) * np.sqrt(kT / (2 * np.pi * mu))


rng = np.random.default_rng(7)
samples = 400000
powers = range(3)


def friction_matrix(m_carrier, d2):
    """Collision operator of the precursor in one pure carrier."""
    v = rng.normal(size=(samples, 3)) * np.sqrt(kT / m_t)
    w = rng.normal(size=(samples, 3)) * np.sqrt(kT / m_carrier)
    speed = np.linalg.norm(v - w, axis=1)
    direction = rng.normal(size=(samples, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    total = m_t + m_carrier
    v_after = ((m_t * v + m_carrier * w) / total
               + m_carrier / total * speed[:, None] * direction)
    e = m_t * np.sum(v**2, axis=1) / (2 * kT)
    e_after = m_t * np.sum(v_after**2, axis=1) / (2 * kT)
    change = [v * (e**i)[:, None] - v_after * (e_after**i)[:, None]
              for i in powers]
    rate = 0.5 * density * np.pi * d2
    return np.array([[rate * np.mean(speed * np.sum(a * b, axis=1))
                      for b in change] for a in change])


source = np.array([2 * kT / m_t * gamma(i + 2.5) / gamma(1.5) for i in powers])


def kinetic_D(matrix, terms):
    b = source[:terms]
    return 1e4 * b @ np.linalg.solve(matrix[:terms, :terms], b) / 3


d2_1, d2_2 = diameter_squared(D1, m_1), diameter_squared(D2, m_2)
A1 = friction_matrix(m_1, d2_1)
A2 = friction_matrix(m_2, d2_2)
A_mix = 0.5 * (A1 + A2)                # half the collisions of each pure gas
D1_sampled, D2_sampled = kinetic_D(A1, 1), kinetic_D(A2, 1)
D_mix_sampled = kinetic_D(A_mix, 1)
# 1.5 % allows for the sampling noise of a few tenths of a per cent
assert abs(D1_sampled / D1 - 1) < 0.015
assert abs(D2_sampled / D2 - 1) < 0.015
assert abs(D_mix_sampled / D_mix - 1) < 0.015
additive_3 = 2 / (1 / kinetic_D(A1, 3) + 1 / kinetic_D(A2, 3))
non_additivity = kinetic_D(A_mix, 3) / additive_3 - 1
assert abs(non_additivity) < 0.01

# --- Worked example: flow channel ------------------------------------------
height, length, gas_speed = 1.0, 20.0, 50.0        # cm, cm, cm/s
t_res = length / gas_speed
t_centre = t_res / 1.5                 # parabolic flow between wide plates
peclet = gas_speed * length / D_mix
mean_speed = np.sqrt(8 * kT / (np.pi * m_t))
stopping_length = mean_speed * m_t * D_mix * 1e-4 / kT        # m
knudsen = stopping_length / (height * 1e-2)
T_hot = 900.0
hot_factor = (T_hot / temperature)**1.5            # hard spheres, fixed pressure
soret_factor = 1.0                     # assumed rough size
soret_ratio = soret_factor * np.log(T_hot / temperature)
assert knudsen < 0.01 and peclet > 100

print(f"Diffusivity in carrier 1: {D1:.1f} cm2/s")
print(f"Diffusivity in carrier 2: {D2:.1f} cm2/s")
print(f"Resistance from carrier 1: {0.5 / D1:.3f} s/cm2")
print(f"Resistance from carrier 2: {0.5 / D2:.3f} s/cm2")
print(f"Total resistance: {0.5 / D1 + 0.5 / D2:.3f} s/cm2")
print(f"Share of carrier 2 in resistance: {100 * 0.5 / D2 * D_mix:.0f} %")
print(f"Mixture diffusivity: {D_mix:.3f} cm2/s")
print(f"Arithmetic mean (wrong): {D_arithmetic:.2f} cm2/s")
print(f"Pressure: {pressure_torr:.0f} Torr")
print(f"Temperature: {temperature:.0f} K")
print(f"Masses precursor, carrier 1, carrier 2: "
      f"{m_t / u:.0f}, {m_1 / u:.0f}, {m_2 / u:.0f} u")
print(f"Implied collision diameter, carrier 1: {1e9 * d2_1**0.5:.2f} nm")
print(f"Implied collision diameter, carrier 2: {1e9 * d2_2**0.5:.2f} nm")
print(f"Sampled-collision D, carrier 1: {D1_sampled:.2f} cm2/s")
print(f"Sampled-collision D, carrier 2: {D2_sampled:.2f} cm2/s")
print(f"Sampled-collision D, mixture: {D_mix_sampled:.2f} cm2/s")
print(f"Channel height: {height:.0f} cm")
print(f"Channel length: {length:.0f} cm")
print(f"Mean gas speed: {gas_speed:.0f} cm/s")
print(f"Mean residence time: {t_res:.2f} s")
for name, D in (("carrier 1", D1), ("carrier 2", D2), ("mixture", D_mix),
                ("wrong arithmetic mean", D_arithmetic)):
    t_diff = height**2 / D
    print(f"Diffusion time H^2/D, {name}: {t_diff:.3f} s; "
          f"residence/diffusion time: {t_res / t_diff:.2f}")
print("Neglected effects:")
print(f"Precursor mole fraction: {100 * loading:.1f} %")
print(f"Change of D by this loading: {100 * loading_error:.3f} %")
print(f"Shift of carrier ratio x2/x1 at surface: {100 * carrier_shift:.2f} %")
print(f"Change of D by non-additive friction: {100 * non_additivity:.2f} %")
print(f"Precursor stopping length: {1e6 * stopping_length:.2f} um")
print(f"Stopping length / channel height: {knudsen:.1e}")
print(f"Axial Peclet number U L/D: {peclet:.0f}")
print(f"Residence time at centre of parabolic flow: {t_centre:.2f} s")
print(f"Hot susceptor temperature: {T_hot:.0f} K")
print(f"Hard-sphere factor on D at susceptor: {hot_factor:.1f}")
print(f"Assumed thermal diffusion factor: {soret_factor:.1f}")
print(f"Thermal drift speed / (D/H): {soret_ratio:.2f}")
print("all tests passed")
```

Printed output:

```
Diffusivity in carrier 1: 4.0 cm2/s
Diffusivity in carrier 2: 1.0 cm2/s
Resistance from carrier 1: 0.125 s/cm2
Resistance from carrier 2: 0.500 s/cm2
Total resistance: 0.625 s/cm2
Share of carrier 2 in resistance: 80 %
Mixture diffusivity: 1.600 cm2/s
Arithmetic mean (wrong): 2.50 cm2/s
Pressure: 100 Torr
Temperature: 350 K
Masses precursor, carrier 1, carrier 2: 115, 2, 28 u
Implied collision diameter, carrier 1: 0.41 nm
Implied collision diameter, carrier 2: 0.44 nm
Sampled-collision D, carrier 1: 4.00 cm2/s
Sampled-collision D, carrier 2: 1.00 cm2/s
Sampled-collision D, mixture: 1.60 cm2/s
Channel height: 1 cm
Channel length: 20 cm
Mean gas speed: 50 cm/s
Mean residence time: 0.40 s
Diffusion time H^2/D, carrier 1: 0.250 s; residence/diffusion time: 1.60
Diffusion time H^2/D, carrier 2: 1.000 s; residence/diffusion time: 0.40
Diffusion time H^2/D, mixture: 0.625 s; residence/diffusion time: 0.64
Diffusion time H^2/D, wrong arithmetic mean: 0.400 s; residence/diffusion time: 1.00
Neglected effects:
Precursor mole fraction: 0.1 %
Change of D by this loading: 0.032 %
Shift of carrier ratio x2/x1 at surface: 0.12 %
Change of D by non-additive friction: -0.03 %
Precursor stopping length: 1.61 um
Stopping length / channel height: 1.6e-04
Axial Peclet number U L/D: 625
Residence time at centre of parabolic flow: 0.27 s
Hot susceptor temperature: 900 K
Hard-sphere factor on D at susceptor: 4.1
Assumed thermal diffusion factor: 1.0
Thermal drift speed / (D/H): 0.94
all tests passed
```
